# Hole density from partly ionised acceptors at 300 K: a numerical check

```python
"""Hole density of a semiconductor with uncompensated single acceptors.

Result under test: p^2/(Na - p) = K, K = (Nv/g) exp(-Ea/kT), so that
p = 2 Na / (1 + sqrt(1 + 4 Na/K)).
p: free-hole density, Na: acceptor density, Nv: effective density of
valence-band states (all cm^-3); Ea: ionisation energy (eV);
g: number of states of the neutral acceptor (the ionised one has 1);
fermi: Fermi level measured upward from the valence-band edge (eV).
"""
from itertools import product
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammaln

T = 300.0
Na, Nv, Ea, g = 1e19, 2e19, 0.2, 4
kT = const.k * T / const.e


def mass_action(energy, degeneracy):
    return Nv / degeneracy * np.exp(-energy / kT)


def hole_density(energy, degeneracy):
    K = mass_action(energy, degeneracy)
    return 2 * Na / (1 + np.sqrt(1 + 4 * Na / K))


def ionised_fraction(fermi):
    return 1 / (1 + g * np.exp((Ea - fermi) / kT))


K = mass_action(Ea, g)
p = hole_density(Ea, g)
fermi = kT * np.log(Nv / p)


# Acceptor occupation: enumerate all hole occupations of four orbitals.
def enumerated_fraction(level, repulsion):
    total = 0.0
    for occupation in product((0, 1), repeat=4):
        holes = sum(occupation)
        energy = -holes * Ea + repulsion * holes * (holes - 1) / 2
        total += np.exp(-(energy + holes * level) / kT)
    return 1 / total  # the empty (ionised) state has weight one


for level in (0.08, fermi, 0.2, 0.3):
    exact = enumerated_fraction(level, 1.0)
    assert abs(exact / ionised_fraction(level) - 1) < 1e-9
independent_fraction = enumerated_fraction(fermi, 0.0)
assert independent_fraction < 0.1 * ionised_fraction(fermi)


# Canonical ensemble: sum over the number of free holes, no Fermi level.
def canonical_density(energy, degeneracy, acceptors=10**6):
    volume = acceptors / Na
    free = np.arange(acceptors + 1, dtype=float)
    bound = acceptors - free
    log_weight = (gammaln(acceptors + 1) - gammaln(free + 1)
                  - gammaln(bound + 1)
                  + bound * (np.log(degeneracy) + energy / kT)
                  + free * np.log(Nv * volume) - gammaln(free + 1))
    weight = np.exp(log_weight - log_weight.max())
    return np.sum(free * weight) / np.sum(weight) / volume


# Finite-size error is of order 1/(number of free holes), below 1e-4.
for energy, degeneracy in ((Ea, g), (Ea, 1), (0.19, g), (0.21, g), (0.05, g)):
    reference = canonical_density(energy, degeneracy)
    assert abs(reference / hole_density(energy, degeneracy) - 1) < 1e-4
p_canonical = canonical_density(Ea, g)

# Parabolic band whose mass corresponds to the given Nv (SI units).
mass = (2 * np.pi * const.hbar**2 / (const.k * T)
        * (Nv * 1e6 / 2) ** (2 / 3))
k_thermal = np.sqrt(2 * mass * const.k * T) / const.hbar


def band_holes(level):
    """Full Fermi statistics, integrated over wave number; cm^-3."""
    integral = quad(lambda x: x**2 / (np.exp(x**2 + level / kT) + 1),
                    0, 10, epsabs=0, epsrel=1e-11, limit=200)[0]
    return k_thermal**3 / np.pi**2 * integral * 1e-6


dilute_level = 0.5
assert abs(band_holes(dilute_level)
           / (Nv * np.exp(-dilute_level / kT)) - 1) < 1e-7

# Neutrality with full Fermi statistics against the first-order correction.
fermi_full = brentq(lambda e: np.log(band_holes(e)
                                     / (Na * ionised_fraction(e))),
                    0.01, 0.4, xtol=1e-14, rtol=1e-13)
p_full = band_holes(fermi_full)
shift_full = p_full / p - 1
shift_formula = -(p / Nv) / 2**1.5 * (Na - p) / (2 * Na - p)
assert abs(shift_full / shift_formula - 1) < 0.02
assert abs(shift_full) < 0.002

# Square-root estimate and thermal electrons for an illustrative gap.
p_root = np.sqrt(K * Na)
assert 0 < p_root / p - 1 < 0.01
gap, Nc = 1.0, 2e19
electrons = Nc * Nv * np.exp(-gap / kT) / p
assert electrons / p < 1e-10
assert fermi < Ea

print(f"Temperature: {T:.0f} K")
print(f"Acceptor density Na: {Na:.3e} cm^-3")
print(f"Effective density of states Nv: {Nv:.3e} cm^-3")
print(f"Ionisation energy Ea: {Ea:.3f} eV")
print(f"Degeneracy g: {g} (dimensionless)")
print(f"Thermal energy kT: {kT:.6f} eV")
print(f"Ea/kT: {Ea / kT:.4f} (dimensionless)")
print(f"exp(-Ea/kT): {np.exp(-Ea / kT):.4e} (dimensionless)")
print(f"Mass-action constant K: {K:.4e} cm^-3")
print(f"4 Na/K: {4 * Na / K:.4e} (dimensionless)")
print(f"Hole density p: {p:.4e} cm^-3")
print(f"Ionised fraction p/Na: {100 * p / Na:.3f} percent")
print(f"Canonical-sum hole density: {p_canonical:.4e} cm^-3")
print(f"Square-root estimate sqrt(K Na): {p_root:.4e} cm^-3")
print(f"Excess of square-root estimate: {100 * (p_root / p - 1):.3f} percent")
print(f"Fermi level above valence edge: {fermi:.4f} eV")
print(f"Acceptor level minus Fermi level: {Ea - fermi:.4f} eV")
print(f"Neutral-to-ionised ratio: {(Na - p) / p:.2f} (dimensionless)")
print(f"Ionised fraction, four independent orbitals at same Fermi level: "
      f"{independent_fraction:.3e} (dimensionless)")
print(f"p/Nv: {p / Nv:.5f} (dimensionless)")
print(f"Band mass implied by Nv: {mass / const.m_e:.4f} electron masses")
print(f"Hole density, full Fermi statistics: {p_full:.4e} cm^-3")
print(f"Shift from full Fermi statistics: {100 * shift_full:.4f} percent")
print(f"Shift from first-order formula: {100 * shift_formula:.4f} percent")
print(f"Illustrative gap: {gap:.1f} eV")
print(f"Illustrative conduction-band Nc: {Nc:.1e} cm^-3")
print(f"Electron density for that gap: {electrons:.2e} cm^-3")
print(f"Hole density if g = 1: {hole_density(Ea, 1):.4e} cm^-3")
print(f"Hole density if Ea = 0.19 eV: {hole_density(0.19, g):.4e} cm^-3")
print(f"Hole density if Ea = 0.21 eV: {hole_density(0.21, g):.4e} cm^-3")
print("ALL CHECKS PASSED")
```

Printed output:

```
Temperature: 300 K
Acceptor density Na: 1.000e+19 cm^-3
Effective density of states Nv: 2.000e+19 cm^-3
Ionisation energy Ea: 0.200 eV
Degeneracy g: 4 (dimensionless)
Thermal energy kT: 0.025852 eV
Ea/kT: 7.7363 (dimensionless)
exp(-Ea/kT): 4.3666e-04 (dimensionless)
Mass-action constant K: 2.1833e+15 cm^-3
4 Na/K: 1.8321e+04 (dimensionless)
Hole density p: 1.4667e+17 cm^-3
Ionised fraction p/Na: 1.467 percent
Canonical-sum hole density: 1.4667e+17 cm^-3
Square-root estimate sqrt(K Na): 1.4776e+17 cm^-3
Excess of square-root estimate: 0.742 percent
Fermi level above valence edge: 0.1271 eV
Acceptor level minus Fermi level: 0.0729 eV
Neutral-to-ionised ratio: 67.18 (dimensionless)
Ionised fraction, four independent orbitals at same Fermi level: 9.973e-06 (dimensionless)
p/Nv: 0.00733 (dimensionless)
Band mass implied by Nv: 0.8596 electron masses
Hole density, full Fermi statistics: 1.4648e+17 cm^-3
Shift from full Fermi statistics: -0.1284 percent
Shift from first-order formula: -0.1287 percent
Illustrative gap: 1.0 eV
Illustrative conduction-band Nc: 2.0e+19 cm^-3
Electron density for that gap: 4.33e+04 cm^-3
Hole density if g = 1: 2.9119e+17 cm^-3
Hole density if Ea = 0.19 eV: 1.7769e+17 cm^-3
Hole density if Ea = 0.21 eV: 1.2104e+17 cm^-3
ALL CHECKS PASSED
```
